# Referee Comment: Asymmetric Barriers, Reciprocity and the Origin of Tunnel-Diode Rectification

**The argument under review.** The manuscript proposes a rectifying selector for a resistive memory cell: an oxide film between two metals, with a low barrier at the left electrode and a high one at the right. It argues as follows. "An electron entering from the left meets a gentle ramp, and one entering from the right meets a cliff. At the same energy the film is therefore more transparent from the left. The measured diode characteristic is this one-way transparency." 

The second sentence is false, so the third explains nothing. The device can nevertheless rectify. I set out below what is equal, what is not, and where the asymmetry of the current comes from. The device is a metal–insulator–metal tunnel diode; interband tunnelling in a semiconductor junction is not treated.

## 1. Transmission at one total energy

Let the film occupy $0<x<d$ and let the potential $U(x)$ be static and local. Motion along $x$ obeys

$$-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac{1}{m}\frac{d\psi}{dx}\right)+U\psi=E\psi ,$$

where the mass $m$ may depend on $x$. Both $\psi$ and $\psi'/m$ are continuous. Let both leads be open at energy $E$, with velocities $v_L$ and $v_R$.

Take two solutions at this same $E$. The first, $\psi_1$, has a unit wave incident from the left, with reflected amplitude $r$ and transmitted amplitude $t$. The second, $\psi_2$, has a unit wave incident from the right, with amplitudes $r'$ and $t'$. Phases are measured at the film edges. Define

$$W=\frac{\hbar}{m}\left(\psi_1\psi_2'-\psi_2\psi_1'\right).$$

In $dW/dx$ the two terms $\psi_1'\psi_2'/m$ cancel, which leaves

$$\frac{dW}{dx}=\hbar\left[\psi_1\left(\frac{\psi_2'}{m}\right)'-\psi_2\left(\frac{\psi_1'}{m}\right)'\right]
=\frac{2(U-E)}{\hbar}\left(\psi_1\psi_2-\psi_2\psi_1\right)=0 .$$

So $W$ has the same value at both edges. At $x=0$ we have $\psi_1=1+r$, $\hbar\psi_1'/m=iv_L(1-r)$, $\psi_2=t'$ and $\hbar\psi_2'/m=-iv_Lt'$. Hence

$$W(0)=-iv_Lt'(1+r)-iv_Lt'(1-r)=-2iv_Lt'.$$

At $x=d$ we have $\psi_1=t$, $\hbar\psi_1'/m=iv_Rt$, $\psi_2=1+r'$ and $\hbar\psi_2'/m=-iv_R(1-r')$. Hence

$$W(d)=-iv_Rt(1-r')-iv_Rt(1+r')=-2iv_Rt .$$

Therefore $v_Lt'=v_Rt$. Particle flux is velocity times density, so the transmitted fractions of the flux are

$$T_{L\to R}=\frac{v_R}{v_L}|t|^2,\qquad
T_{R\to L}=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\,\frac{v_R^2}{v_L^2}|t|^2=T_{L\to R}.$$

No symmetry of $U$ was used, and the shape of the ramp is irrelevant to this equality. Nor was complex conjugation used, so the result survives a complex, absorbing $U$. The two reflections then need not agree. The proof does not cover time-dependent potentials or inelastic processes, in which the electron does not keep its energy.

## 2. Two comparisons that look like counterexamples

I use a definite film: $d=3$ nm, zero-bias barriers $\phi_1=1.2$ eV on the left and $\phi_2=2.0$ eV on the right, and oxide mass $0.4\,m_0$. The electrodes have the free-electron mass $m_0$ and Fermi energy 5 eV. Energies are measured from the mean of the two Fermi levels. A bias $V$ gives $v=eV$, and positive $v$ raises the left electrode by $v/2$ and lowers the right by $v/2$. Electrons then flow from left to right. The potential in the oxide is

$$U(x;v)=\phi_1+\frac v2+(\phi_2-\phi_1-v)\frac xd .$$

**Densities instead of fluxes.** At $V=1.5$ V and $E=0$ the kinetic energies in the leads are $5-0.75=4.25$ eV and $5+0.75=5.75$ eV, so $v_R/v_L=\sqrt{5.75/4.25}=1.163$. Integrating the wave equation separately from each side gives $|t|^2=7.22\times10^{-11}$ and $|t'|^2=9.77\times10^{-11}$. These differ by the factor $1.163^2=1.353$. The flux fractions are

$$1.163\times7.22\times10^{-11}=8.40\times10^{-11},\qquad
9.77\times10^{-11}/1.163=8.40\times10^{-11}.$$

With an absorbing term $-0.2i$ eV added throughout the oxide, the reflections are 0.901 from the left and 0.863 from the right. The two transmissions, tested at three energies, remain equal.

**Equal kinetic energy instead of equal total energy.** At the same bias, launch an electron from each side with 5 eV of kinetic energy. The transmissions are $5.5\times10^{-8}$ from the left and $4.5\times10^{-13}$ from the right. But the left electron has $E=+0.75$ eV and the right one $E=-0.75$ eV. The comparison changes the energy by 1.5 eV and says nothing about direction.

## 3. What the current requires

Let the transverse wavevector be conserved, and let $T$ depend only on the energy $E$ of motion along $x$. The second assumption neglects the transverse effect of the mass mismatch, which is sized in Section 6. Counting two spins and using $v_x\,dk_x=dE/\hbar$, the current density of electrons moving right minus those moving left is

$$J=\frac{2e}{2\pi\hbar}\int dE\,T(E;v)\int\frac{d^2k_\perp}{(2\pi)^2}\,(f_L-f_R).$$

Reciprocity has already entered here, since one $T$ multiplies both Fermi functions. With $d^2k_\perp/(2\pi)^2=m_0\,dE_\perp/(2\pi\hbar^2)$ and

$$\int_0^\infty\frac{dE_\perp}{1+e^{(E+E_\perp-\mu)/kT_0}}=kT_0\ln\left[1+e^{(\mu-E)/kT_0}\right],$$

where $T_0$ is the temperature and $\mu=\pm v/2$ in the two electrodes, we obtain

$$J(v)=A\int dE\,T(E;v)\,N(E,v),\qquad A=\frac{em_0}{2\pi^2\hbar^3},$$

$$N(E,v)=kT_0\ln\frac{1+e^{(v/2-E)/kT_0}}{1+e^{(-v/2-E)/kT_0}} .$$

Exchanging $v$ and $-v$ inverts the fraction, so $N(E,-v)=-N(E,v)$. Adding the two currents gives

$$J(v)+J(-v)=A\int dE\,\left[T(E;v)-T(E;-v)\right]N(E,v).$$

Within this coherent model, this is the whole of the rectification. If the transmission function did not change with bias, the current would be odd in $V$ however lopsided the film.

The reference energy matters here. "Unchanged" means unchanged relative to the mean Fermi level. Define $R=|J(-V)|/J(V)$, the flow from the high-barrier side over that from the low-barrier side. At 1.5 V and 300 K, the zero-bias potential frozen in this sense, electrode band bottoms included, gives $R=1$; freezing only the oxide barrier while the electrode bands shift gives $R=0.96$. If the whole zero-bias potential rides rigidly with the left electrode, $R=5\times10^6$. In that case the reverse current samples the barrier at energies from 0 to 1.5 eV above the left Fermi level, and the forward current from 0 to 1.5 eV below it. A rigid shift is therefore a bias-dependent change of the potential and must be counted as one.

A second use of reciprocity concerns a mirror-symmetric device, electrodes included. Reversing its bias mirrors the potential: $U(x;-v)=U(d-x;v)$. Left-to-right transmission at $-v$ is then right-to-left transmission at $+v$, which reciprocity equates to left-to-right transmission at $+v$. The integrand above vanishes. Bias tilts such a barrier strongly, yet it does not rectify; a film with both barriers at 1.6 eV gives $R=1.000000$ at 1.5 V. Rectification needs both a bias-dependent change of the potential and a built-in asymmetry that prevents the potentials at $+v$ and $-v$, electrodes included, from being mirror images. The asymmetry may lie in the metals alone: with both barriers at 1.6 eV but Fermi energies of 5 eV on the left and 11.7 eV on the right, $R=1.19$ at 1.5 V. The film used here gives both electrodes the same Fermi energy and leaves this contribution out.

## 4. Low bias: the preferred emitter is the high barrier

For a thick barrier the transmission can be found in closed form. Write $\kappa=\sqrt{2m(U-E)}/\hbar$ and $w=\hbar\kappa/m$, with values $w_L$ and $w_R$ at the edges. To leading order the decaying wave in the oxide is proportional to $w^{-1/2}e^{-\int\kappa\,dx}$. At the left edge, neglecting the returning wave and the slope of $w$,

$$1+r=\psi_0,\qquad iv_L(1-r)=-w_L\psi_0 .$$

The second equation gives $1-r=i(w_L/v_L)\psi_0$. Adding the first gives $2=\psi_0(1+iw_L/v_L)$, hence $|\psi_0|^2=4v_L^2/(v_L^2+w_L^2)$.

The wave arrives at the right edge with amplitude $a=\psi_0\sqrt{w_L/w_R}\,e^{-S/2}$, where $S=2\int_0^d\kappa\,dx$. There it produces a reflected wave $b$:

$$a+b=t,\qquad -w_R(a-b)=iv_Rt .$$

Thus $a-b=-i(v_R/w_R)t$. Adding gives $2a=t(1-iv_R/w_R)$ and $|t|^2=4|a|^2w_R^2/(w_R^2+v_R^2)$. Multiplying by $v_R/v_L$,

$$T\simeq Pe^{-S},\qquad P=\frac{16\,v_Lw_Lv_Rw_R}{(v_L^2+w_L^2)(v_R^2+w_R^2)} .$$

The expression is unchanged when left and right are exchanged, as it must be. At zero bias and $E=0$ the film has $S=24.53$ and $P=3.87$, so $T\simeq8.64\times10^{-11}$. The full solution gives $8.66\times10^{-11}$.

Now apply a small bias at $E=0$. Since $\partial U/\partial v=\tfrac12-x/d$,

$$\frac{dS}{dv}=\frac{\sqrt{2m}}{\hbar}\int_0^d\frac{\tfrac12-x/d}{\sqrt{\phi(x)}}\,dx ,\qquad \phi(x)=U(x;0).$$

The bias raises the left half of the barrier and lowers the right half. The weight $1/\sqrt\phi$ is larger on the left, where the barrier is low, so the integral is positive. To evaluate it, set $\alpha=\sqrt{\phi_1}$, $\beta=\sqrt{\phi_2}$, $s=x/d$ and $u=\sqrt\phi$. Then $s=(u^2-\alpha^2)/(\beta^2-\alpha^2)$, and

$$\int_0^1\frac{ds}{\sqrt\phi}=\frac{2}{\alpha+\beta},\qquad
\int_0^1\frac{s\,ds}{\sqrt\phi}=\frac{2}{(\beta^2-\alpha^2)^2}\int_\alpha^\beta(u^2-\alpha^2)\,du=\frac{2(\beta+2\alpha)}{3(\alpha+\beta)^2}.$$

The last step uses $\int_\alpha^\beta(u^2-\alpha^2)du=(\beta-\alpha)^2(\beta+2\alpha)/3$. Half the first integral minus the second gives

$$\frac{dS}{dv}=\frac{\sqrt{2m}\,d}{\hbar}\,\frac{3(\alpha+\beta)-2(\beta+2\alpha)}{3(\alpha+\beta)^2}
=\frac{\sqrt{2m}\,d}{\hbar}\,\frac{\beta-\alpha}{3(\alpha+\beta)^2}.$$

Here $\sqrt{2m}\,d/\hbar=9.72\ \mathrm{eV}^{-1/2}$, $\alpha=1.095$ and $\beta=1.414\ \mathrm{eV}^{1/2}$, so $dS/dv=0.164$ per eV. The prefactor opposes this with $d\ln P/dv=0.065$ per eV. The difference is 0.099 per eV, against 0.107 per eV for $-d\ln T/dv$ from the full solution.

Positive bias, which sends electrons out of the low-barrier electrode, thus reduces $T$ at the mean Fermi level. If that energy represents the current, then $\ln R\simeq2\times0.107\,v$, with $v$ in eV. This predicts $R=1.02$ at 0.1 V and 1.11 at 0.5 V; the full currents give 1.02 and 1.12. The easy direction is the opposite of the one the manuscript's ramp picture suggests.

## 5. High bias: the preference reverses

At 1.5 V the flows are 11.3 A/cm² from the low-barrier side and 19.5 A/cm² from the high-barrier side, so $R=19.5/11.3=1.73$. At 2.0 V $R$ is 2.9, at 2.5 V it is 2.1, and at 3.0 V it is 0.18. The preferred direction changes at 2.64 V.

The reversal follows from the barrier shape. Measure energy from the emitter's Fermi level. Once the far end of the barrier lies below that level, the electron crosses a triangle of height $\phi_e$ and slope $F$ (energy per length), with

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^{\phi_e/F}\sqrt{\phi_e-Fx}\,dx=\frac{4\sqrt{2m}}{3\hbar}\frac{\phi_e^{3/2}}{F}.$$

With $\Delta=\phi_2-\phi_1$ and $v$ now the magnitude of the bias energy, the slope is $(v-\Delta)/d$ for emission from the low side and $(v+\Delta)/d$ from the high side. The high-side emitter has the steeper triangle but also the taller one. As $v$ grows, the slopes become relatively similar and the height decides in favour of the low side. The exponents are equal when $\phi_1^{3/2}(v+\Delta)=\phi_2^{3/2}(v-\Delta)$, or

$$v=\Delta\,\frac{\phi_2^{3/2}+\phi_1^{3/2}}{\phi_2^{3/2}-\phi_1^{3/2}}=0.8\times\frac{2.828+1.315}{2.828-1.315}=2.19\ \text{eV}.$$

This exceeds $\phi_2$, so both barriers are indeed triangular there. The full reversal lies 0.45 V higher. Part of the shift comes from the range of emitting energies. Expanding $S$ below the Fermi level gives $T\propto e^{-(\mu-E)/\epsilon}$ with $1/\epsilon=dS/d\phi_e=2\sqrt{2m\phi_e}/(\hbar F)$. For cold electrodes, $\int(\mu-E)e^{-(\mu-E)/\epsilon}dE=\epsilon^2\propto F^2/\phi_e$. At 2.64 V this favours the high side by $(3.44/1.84)^2\times1.2/2.0=2.1$ and delays the reversal. The exponents there contribute a factor 0.25, so the product is 0.5 rather than 1. This estimate leaves a factor of about two unexplained. Reflection at the collector, which the triangle formula omits, is one possible cause.

At the reversal $T(E;v)$ and $T(E;-v)$ still differ; their weighted difference merely integrates to zero. Absence of rectification at one voltage does not imply a symmetric barrier.

## 6. Bearing on a real oxide film

The parameters are rough values in the regime of amorphous aluminium oxide tunnel junctions. The largest oxide field at 1.5 V is $(1.5+0.8)/3=0.77$ V/nm, or 7.7 MV/cm, below a rough breakdown field of 10 MV/cm. At the reversal it is 11.5 MV/cm if the whole bias drops in the oxide; with the electrode screening listed below the reversal moves to about 2.9 V and the field there is about 9.7 MV/cm. Either value is close to breakdown, so a film of this kind may fail before showing it.

The absolute currents are much less secure than their ratio. The following changes were made one at a time at 1.5 V, with the other settings held fixed:

- Image-force lowering (fast permittivity 3) multiplies the flows by 23 and 18 and reduces $R$ to 1.4 when the divergent image potential is cut off at $-5$ eV; other cutoffs give factors of about 14 to 23 and $R$ between 1.3 and 1.6. If the barrier heights were fitted to measured currents, part of this is already in them.
- Two-band dispersion with a 7 eV gap multiplies the flows by 6 to 7, with $R=2.0$.
- Linear screening in the electrodes (static permittivity 9) leaves 73% of the bias in the oxide, with $R=1.5$.
- The transverse mass mismatch multiplies both flows by 0.40 and leaves $R$ at 1.73.
- A film 0.1 nm thinner carries nearly twice the current.
- Operation at 400 K adds about 10%.

Thermionic emission over the low barrier, of order $10^{-8}$ A/cm² with image lowering to about 0.86 eV and $10^{-13}$ A/cm² without it, is negligible. Traps and inelastic tunnelling are not sized and could matter in a real film. In each variant the high-barrier side remains the better emitter at 1.5 V, but a ratio below 2 or so is weak for a selector meant to block reverse current.

## Requested correction

The manuscript should withdraw the statement that the film is more transparent from one side at a given energy. It should instead compare the two potentials at $+V$ and $-V$, state the energy reference, and give the voltage at which a preferred direction is claimed. The numerical output below lists the values for the film used here.

## Computed results

```
barriers left, right: 1.2, 2.0 eV; width 3.0 nm
oxide mass 0.4 m0; electrode Fermi energy 5.0 eV; 300 K
permittivity fast, static: 3.0, 9.0; gap 7.0 eV (rough)
main bias: 1.5 V
At 1.5 V, total energy 0 eV (mean Fermi level):
  flux transmission from left:  8.397873e-11
  flux transmission from right: 8.397873e-11
  |t|^2 from left, right: 7.2199e-11, 9.7681e-11
  velocity ratio right/left: 1.1632
  with 0.2 eV absorption, reflection left, right: 0.9011, 0.8632
Equal kinetic energy 5.0 eV, from left, right: 5.451e-08, 4.450e-13
Bias (V), flow from low side, from high side (A/cm2), R:
  0.1  2.054e-02  2.096e-02  1.020
  0.5  1.680e-01  1.875e-01  1.116
  1.0  1.240e+00  1.629e+00  1.313
  1.5  1.125e+01  1.945e+01  1.729
  2.0  1.485e+02  4.368e+02  2.941
  2.5  4.390e+03  9.197e+03  2.095
  3.0  2.035e+05  3.649e+04  0.179
R at 1.5 V, symmetric barrier 1.6 eV: 1.000000
R at 1.5 V, barrier frozen at zero-bias shape: 1.000000
R at 1.5 V, frozen shape riding with left electrode: 5.244e+06
Zero bias, energy 0: T full 8.6575e-11, thick formula 8.6371e-11
  action S: 24.526; prefactor P: 3.873
  dS/dv: 0.1640 per eV
  d ln P/dv: 0.0646 per eV
  -d ln T/dv, full solution: 0.1073 per eV
  width-scaling test of dS/dv: 0.1630 per eV
Reversal of preferred direction, full current: 2.639 V
Reversal from triangular exponents alone: 2.189 V
Largest oxide field at main bias: 7.67 MV/cm
Largest oxide field at reversal: 11.46 MV/cm
Rough breakdown field: 10 MV/cm
Neglected effects at 1.5 V: flow factor low side, high side, new R
  image force: 22.731, 18.124, 1.379
  two-band dispersion: 6.099, 6.980, 1.979
  electrode screening: 0.964, 0.818, 1.466
  film 0.1 nm thinner: 1.940, 1.867, 1.664
  transverse mass mismatch: 0.399, 0.399, 1.729
  400 K instead of 300 K: 1.086, 1.103, 1.757
Screening length 0.0602 nm; bias share in oxide 0.735
Thermionic flow over low barrier: 3.14e-08 A/cm2
```
